# Mass polarisation in helium and its matrix elements in Hylleraas coordinates: a program that tests the result

```python
"""Mass polarisation in helium, in Hartree atomic units.

Result under test: separating the centre of mass of a nucleus (mass M) and two
electrons leaves the coupling p1.p2/M, and for the helium ground state with an
infinitely heavy nucleus K = <p1.p2> = 0.15907.

Symbols: s = r1 + r2, t = r1 - r2, u = r12; basis functions are
s^i t^j u^k exp(-alpha s) with j even and i + j + k <= omega.
T = kinetic energy, V = potential energy, R = (p1 + p2)^2 / 2 (nuclear recoil),
D = r1.r2, S = overlap. Matrices omit the common factor pi^2 of the volume element.
"""
from functools import lru_cache
from math import factorial
import numpy as np
import sympy as sp
from mpmath import mp, mpf
from numpy.polynomial.polynomial import polyval3d
from scipy.constants import physical_constants

mp.dps = 40
Z = 2
PI_SQUARED = mp.pi ** 2


def check_centre_of_mass_separation():
    """Exponentials probe every coefficient of a constant-coefficient operator."""
    x1, x2, xn, a, b, c = sp.symbols("x1 x2 xn a b c")
    M = sp.symbols("M", positive=True)
    centre = (x1 + x2 + M * xn) / (M + 2)
    f = sp.exp(a * centre + b * (x1 - xn) + c * (x2 - xn))
    lab = (sp.diff(f, x1, 2) + sp.diff(f, x2, 2) + sp.diff(f, xn, 2) / M) / (2 * f)
    mu = M / (M + 1)
    separated = a**2 / (2 * (M + 2)) + (b**2 + c**2) / (2 * mu) + b * c / M
    assert sp.simplify(lab - separated) == 0


def make_basis(omega):
    basis = [(i, j, k) for i in range(omega + 1) for j in range(0, omega + 1, 2)
             for k in range(omega + 1) if i + j + k <= omega]
    return sorted(basis, key=lambda q: (sum(q), q))


# Weights are lists of (coefficient, power of s, power of t, power of u).
VOLUME = [(1, 2, 0, 1), (-1, 0, 2, 1)]
POTENTIAL = [(-4 * Z, 1, 0, 1), (1, 2, 0, 0), (-1, 0, 2, 0)]
CROSS_S = [(1, 1, 0, 2), (-1, 1, 2, 0)]
CROSS_T = [(1, 2, 1, 0), (-1, 0, 1, 2)]
ANGLE = [(1, 2, 0, 1), (1, 0, 2, 1), (-2, 0, 0, 3)]
RECOIL_S = [(2, 2, 0, 1), (-2, 0, 0, 3)]
RECOIL_T = [(2, 0, 0, 3), (-2, 0, 2, 1)]
DOT = [(mpf(1) / 4, 4, 0, 1), (-mpf(1) / 4, 0, 4, 1),
       (-mpf(1) / 2, 2, 0, 3), (mpf(1) / 2, 0, 2, 3)]


def build_matrices(basis, alpha):
    beta = 2 * mpf(alpha)

    @lru_cache(maxsize=None)
    def moment(a, c, b):
        assert c % 2 == 0 and min(a, b, c) >= 0
        n = a + b + c + 2
        return mpf(2 * factorial(n)) / ((c + 1) * (b + c + 2)) / beta ** (n + 1)

    def bracket(weight, left, right):
        total = mpf(0)
        for fl, i, j, k in left:
            for fr, l, m, n in right:
                factor = fl * fr
                for w, a, c, b in weight:
                    total += factor * w * moment(a + i + l, c + j + m, b + k + n)
        return total

    expanded = []
    for i, j, k in basis:
        value = [(1, i, j, k)]
        ds = [(-alpha, i, j, k)] + ([(i, i - 1, j, k)] if i else [])
        dt = [(j, i, j - 1, k)] if j else []
        du = [(k, i, j, k - 1)] if k else []
        expanded.append((value, ds, dt, du))
    size = len(basis)
    mats = {name: np.zeros((size, size), dtype=object) for name in "STVKRD"}
    for p in range(size):
        f, fs, ft, fu = expanded[p]
        for q in range(p + 1):
            g, gs, gt, gu = expanded[q]
            cross = (bracket(CROSS_S, fu, gs) + bracket(CROSS_S, fs, gu)
                     + bracket(CROSS_T, fu, gt) + bracket(CROSS_T, ft, gu))
            uu = bracket(VOLUME, fu, gu)
            entry = {
                "S": bracket(VOLUME, f, g),
                "V": bracket(POTENTIAL, f, g),
                "D": bracket(DOT, f, g),
                "T": bracket(VOLUME, fs, gs) + bracket(VOLUME, ft, gt) + uu + cross,
                "K": bracket(ANGLE, fs, gs) - bracket(ANGLE, ft, gt) - cross - uu,
                "R": bracket(RECOIL_S, fs, gs) + bracket(RECOIL_T, ft, gt),
            }
            for name, number in entry.items():
                mats[name][p, q] = mats[name][q, p] = number
    return mats


def ground_state(H, S):
    """Inverse iteration; positive pivots prove the shift lies below all levels."""
    shift = mpf("-2.92")
    L = H - S * shift
    n = len(L)
    for k in range(n):
        assert L[k, k] > 0
        column = L[k + 1:, k] / L[k, k]
        L[k + 1:, k + 1:] = L[k + 1:, k + 1:] - column[:, None] * L[k, k + 1:][None, :]
        L[k + 1:, k] = column
    x = np.array([mpf(1)] + [mpf(0)] * (n - 1), dtype=object)
    for _ in range(10):
        y = S.dot(x)
        for k in range(n):
            y[k + 1:] = y[k + 1:] - L[k + 1:, k] * y[k]
        for k in range(n):
            y[k] = y[k] / L[k, k]
        for k in range(n - 1, 0, -1):
            y[:k] = y[:k] - L[k, :k] * y[k]
        x = y / mp.sqrt(PI_SQUARED * y.dot(S.dot(y)))
    return float(PI_SQUARED * x.dot(H.dot(x))), x


def expectation(matrix, x):
    return float(PI_SQUARED * x.dot(matrix.dot(x)))


def cartesian_quadrature(basis, x, alpha):
    """Norm, <p1.p2>, <r1.r2> from Cartesian gradients on an (r1, r2, angle) grid."""
    alpha = float(alpha)
    top = max(max(q) for q in basis) + 1
    tensor = np.zeros((top, top, top))
    for q, value in zip(basis, x):
        tensor[q] = float(value)

    def psi(z1, x1, z2, x2):
        r1, r2 = np.hypot(z1, x1), np.hypot(z2, x2)
        u = np.hypot(z1 - z2, x1 - x2)
        return polyval3d(r1 + r2, r1 - r2, u, tensor) * np.exp(-alpha * (r1 + r2))

    node, weight = np.polynomial.laguerre.laggauss(16)
    g, wg = np.polynomial.legendre.leggauss(40)
    g, wg = (g + 1) / 2, wg / 2
    s, ratio, y = np.meshgrid(node / (2 * alpha), g, g, indexing="ij")
    w = ((weight * np.exp(node) / (2 * alpha))[:, None, None]
         * wg[None, :, None] * wg[None, None, :])
    r1, r2 = s / (1 + ratio), s * ratio / (1 + ratio)
    cosine = 1 - 2 * y**2
    # Factor 2 accounts for the mirror region r2 > r1.
    w = w * 2 * 8 * np.pi**2 * r1**2 * r2**2 * s / (1 + ratio)**2 * 4 * y
    point = [r1, np.zeros_like(r1), r2 * cosine, r2 * np.sqrt(1 - cosine**2)]
    h = 1e-4
    gradient = []
    for axis in range(4):
        plus, minus = list(point), list(point)
        plus[axis] = point[axis] + h
        minus[axis] = point[axis] - h
        gradient.append((psi(*plus) - psi(*minus)) / (2 * h))
    density = psi(*point)**2
    # By reflection symmetry both gradients lie in the plane of the triangle.
    product = gradient[0] * gradient[2] + gradient[1] * gradient[3]
    return (float(np.sum(w * density)), float(np.sum(w * product)),
            float(np.sum(w * density * r1 * r2 * cosine)))


check_centre_of_mass_separation()

# Two-term function exp(-alpha s)(1 + b u)
alpha2 = mpf("1.85")
basis2 = [(0, 0, 0), (0, 0, 1)]
m2 = build_matrices(basis2, alpha2)
E2, x2 = ground_state(m2["T"] + m2["V"], m2["S"])
b2 = float(x2[1] / x2[0])
beta2 = 2 * float(alpha2)
K2 = beta2**2 * b2 * (5 * beta2 + 8 * b2) / (16 * beta2**2 + 140 * beta2 * b2 + 384 * b2**2)
norm2, K2_grid, _ = cartesian_quadrature(basis2, x2, alpha2)
# Grid tolerances cover finite differences and the kink of u at coalescence.
assert abs(norm2 - 1) < 2e-6 and abs(K2_grid - K2) < 2e-6
print(f"two-term function: alpha = {float(alpha2):.2f} 1/bohr, b = {b2:.5f} 1/bohr")
print(f"two-term energy = {E2:.6f} hartree")
print(f"two-term K, closed form = {K2:.6f} a.u.")
print(f"two-term K, Cartesian quadrature = {K2_grid:.6f} a.u.")

# Converging sequence of nested bases
alpha = 2
basis = make_basis(9)
mats = build_matrices(basis, alpha)
results = {}
print(f"large bases: alpha = {alpha} 1/bohr")
for omega in (3, 5, 7, 9):
    n = len(make_basis(omega))
    part = {name: A[:n, :n] for name, A in mats.items()}
    E, x = ground_state(part["T"] + part["V"], part["S"])
    K = expectation(part["K"], x)
    results[omega] = (E, K, x, part)
    print(f"omega = {omega}, terms = {n}: E = {E:.8f} hartree, K = {K:.7f} a.u.")
energies = [results[o][0] for o in (3, 5, 7, 9)]
assert all(later < earlier for earlier, later in zip(energies, energies[1:]))
E, K, x, part = results[9]
assert abs(K - results[7][1]) < 1e-5
assert abs(K - 0.15907) < 5e-6

kinetic, potential = expectation(part["T"], x), expectation(part["V"], x)
recoil, dot = expectation(part["R"], x), expectation(part["D"], x)
assert abs(2 * kinetic + potential) < 1e-5
assert abs(recoil - kinetic - K) < 1e-12
norm_grid, K_grid, dot_grid = cartesian_quadrature(basis, x, alpha)
assert abs(norm_grid - 1) < 2e-6
assert abs(K_grid - K) < 2e-6 and abs(dot_grid - dot) < 2e-6
print(f"<T> = {kinetic:.6f} hartree, <V> = {potential:.6f} hartree")
print(f"virial residual 2<T> + <V> = {2 * kinetic + potential:.1e} hartree")
print(f"<(p1+p2)^2>/2 = {recoil:.6f} a.u.")
print(f"K from Cartesian quadrature = {K_grid:.6f} a.u.")
print(f"<r1.r2> = {dot:.6f} bohr^2")

# Functions of r1 and r2 alone: radial correlation without angular correlation
radial = [n for n, q in enumerate(basis) if q[2] == 0]
rad = {name: A[np.ix_(radial, radial)] for name, A in mats.items()}
E_rad, x_rad = ground_state(rad["T"] + rad["V"], rad["S"])
K_rad = expectation(rad["K"], x_rad)
assert abs(K_rad) < 1e-15
print(f"radial-only basis, terms = {len(radial)}: E = {E_rad:.6f} hartree")
print(f"radial-only |K| = {abs(K_rad):.1e} a.u.")

# Finite nuclear mass: diagonalise T + V + R/M and compare with perturbation theory
E7, K7, _, p7 = results[7]


def finite_mass_energy(M):
    return ground_state(p7["T"] + p7["V"] + p7["R"] * (1 / mpf(M)), p7["S"])[0]


second_order = []
for M in (200, 800):
    lam, mu = 1 / (M + 1), M / (M + 1)
    c = (finite_mass_energy(M) / mu - E7 - lam * K7) / lam**2
    second_order.append(c)
    print(f"M = {M} electron masses: second-order coefficient c = {c:.3f} hartree")
assert second_order[1] < 0
assert abs(second_order[0] / second_order[1] - 1) < 0.05

M_he = physical_constants["alpha particle-electron mass ratio"][0]
mu = M_he / (M_he + 1)
direct = finite_mass_energy(M_he)
first_order = mu * (E7 + K7 / (M_he + 1))
assert abs(direct - first_order) < 5e-8
to_wavenumber = physical_constants["hartree-inverse meter relationship"][0] / 100
normal = (mu - 1) * E
polarisation = mu * K / (M_he + 1)
print(f"helium-4 nuclear mass = {M_he:.4f} electron masses")
print(f"reduced mass mu = {mu:.9f} electron masses")
print(f"finite-mass energy, diagonalised (omega = 7) = {direct:.8f} hartree")
print(f"finite-mass energy, first order (omega = 7) = {first_order:.8f} hartree")
print(f"reduced-mass shift = {normal:.6e} hartree")
print(f"reduced-mass shift = {normal * to_wavenumber:.3f} cm^-1")
print(f"mass-polarisation shift = {polarisation:.5e} hartree")
print(f"mass-polarisation shift = {polarisation * to_wavenumber:.4f} cm^-1")
print(f"final K = <p1.p2> = {K:.5f} a.u.")
print("verified")
```

Printed output:

```
two-term function: alpha = 1.85 1/bohr, b = 0.36616 1/bohr
two-term energy = -2.891121 hartree
two-term K, closed form = 0.233421 a.u.
two-term K, Cartesian quadrature = 0.233421 a.u.
large bases: alpha = 2 1/bohr
omega = 3, terms = 13: E = -2.90362710 hartree, K = 0.1594157 a.u.
omega = 5, terms = 34: E = -2.90372033 hartree, K = 0.1590792 a.u.
omega = 7, terms = 70: E = -2.90372376 hartree, K = 0.1590709 a.u.
omega = 9, terms = 125: E = -2.90372423 hartree, K = 0.1590698 a.u.
<T> = 2.903723 hartree, <V> = -5.807447 hartree
virial residual 2<T> + <V> = -1.1e-06 hartree
<(p1+p2)^2>/2 = 3.062793 a.u.
K from Cartesian quadrature = 0.159070 a.u.
<r1.r2> = -0.064737 bohr^2
radial-only basis, terms = 30: E = -2.878956 hartree
radial-only |K| = 0.0e+00 a.u.
M = 200 electron masses: second-order coefficient c = -0.471 hartree
M = 800 electron masses: second-order coefficient c = -0.474 hartree
helium-4 nuclear mass = 7294.2995 electron masses
reduced mass mu = 0.999862925 electron masses
finite-mass energy, diagonalised (omega = 7) = -2.90330394 hartree
finite-mass energy, first order (omega = 7) = -2.90330393 hartree
reduced-mass shift = 3.980267e-04 hartree
reduced-mass shift = 87.357 cm^-1
mass-polarisation shift = 2.18014e-05 hartree
mass-polarisation shift = 4.7849 cm^-1
final K = <p1.p2> = 0.15907 a.u.
verified
```
